Excitonic shift current from bound-state absorption and electron-hole displacement

## Part 1. From pair states to the photoexcitation current

Suppose a Bethe-Salpeter calculation has given exciton energies and eigenvectors, and a photocurrent spectrum is wanted for photon energies below the quasiparticle gap. The practical decision is whether to reuse the shift vectors of independent electron-hole pairs, weighted by the excitonic absorption, or to compute position matrix elements between the excitons themselves. The second is required. For an isolated bound exciton S with a narrow line, the extra quantity is one vector, the mean electron-hole displacement <S|r|S>. For overlapping lines the whole matrix <S|r|S'> is needed. A second decision concerns the meaning of the output: it is the current that accompanies photoexcitation, and recombination can cancel it.

### Setting and conventions

The electron charge is -e, with e > 0. The crystal has volume V, clamped ions and zero temperature. The field is uniform, weak and linearly polarized. With ℰ a real vector, fixed by the choice of time origin,

E(t) = ℰ exp(-iωt) + ℰ exp(iωt) = 2ℰ cos ωt. (1)

The real field amplitude is therefore 2ℰ. This is the macroscopic field, so the long-range macroscopic part of the exchange kernel is left out of the exciton Hamiltonian.

The states kept are the ground state |0>, at energy zero, and the vertical pairs |cvk>, in which an electron has moved from valence band v to conduction band c at wave vector k. A static Hermitian kernel in the Tamm-Dancoff approximation gives the excitons

|S> = Σ_cvk A^S_cvk |cvk>, H|S> = E_S|S>, Σ_cvk |A^S_cvk|² = 1. (2)

Ground-state correlation, two-pair states, phonons and dynamical screening are omitted. The results below are second order in the field within this space.

### The position operator of a pair

Let D = -e Σ_i x_i be the electronic dipole, measured from its ground-state value, so that <0|D|0> = 0. For a one-electron operator X, the commutator with the pair creation operator is

[X, c†_c c_v] = Σ_n X_nc c†_n c_v - Σ_n X_vn c†_c c_n. (3)

Acting on |0>, the first sum moves the electron among conduction states. The second moves the hole among valence states, with the opposite sign. Between pairs, D is therefore -e times the electron position minus the hole position:

<S|D|S'> = -e <S|r|S'>, r = x_e - x_h. (4)

This operator is well defined for pairs much smaller than the crystal. To find its action, write the pair wavefunction with Bloch functions exp(ik·x)u_nk(x). Apart from normalization it is

Ψ(x_e,x_h) = Σ_cvk A_cvk exp[ik·(x_e-x_h)] u_ck(x_e) u*_vk(x_h). (5)

Since (x_e-x_h) exp[ik·(x_e-x_h)] = -i∂_k exp[ik·(x_e-x_h)], multiplication by x_e-x_h becomes a k derivative. On a dense mesh the k sum is an integral. Integration by parts moves the derivative to the other factors and changes its sign. The boundary term vanishes because the complete integrand in (5) is periodic in k. Thus

(x_e-x_h)Ψ = Σ_cvk exp[ik·(x_e-x_h)] i∂_k[A_cvk u_ck(x_e) u*_vk(x_h)]. (6)

Define the Berry connection matrix 𝒜_mn = <u_mk|i∂_k u_nk>. It is Hermitian because the u_nk remain orthonormal. Projecting (6) on |cvk>, the derivative of A gives i∂_k A_cvk, and that of the electron function gives Σ_c' 𝒜_cc' A_c'vk. For the hole function,

∫ u_v i∂_k u*_v' = -[∫ u*_v i∂_k u_v']* = -(𝒜_vv')* = -𝒜_v'v. (7)

Consequently

(rA)_cvk = i∂_k A_cvk + Σ_c' 𝒜_cc' A_c'vk - Σ_v' A_cv'k 𝒜_v'v. (8)

A change of Bloch phases tests the signs. Let u_c → exp(iθ_c)u_c and u_v → exp(iθ_v)u_v in a two-band crystal, with θ = θ_c - θ_v. The state |cvk> acquires exp(iθ), so A acquires exp(-iθ) if |S> is to stay the same. Then i∂_k A acquires the extra term (∂_kθ)A, while 𝒜_cc - 𝒜_vv changes by -∂_kθ. The two changes cancel, and (rA) transforms like A. Omitting either the derivative or the connections makes the answer depend on arbitrary phases.

### The transition dipole

The matrix element from the ground state is

d_S = <S|D|0> = -e Σ_cvk (A^S_cvk)* r_cvk, r_cvk = <u_ck|i∂_k u_vk>. (9)

To see this, use

x exp(ik·x)u_vk = -i∂_k[exp(ik·x)u_vk] + exp(ik·x) i∂_k u_vk. (10)

The first term has no overlap with a conduction Bloch function, because that overlap is the k derivative of an inner product that vanishes for all k. The second gives r_cvk.

In practice r_cvk follows from the Bloch Hamiltonian h_k of which the u_nk are eigenvectors, with eigenvalues ε_n. Differentiate h_k u_v = ε_v u_v and project on u_c:

<u_c|∂_k h_k|u_v> + ε_c<u_c|∂_k u_v> = ε_v<u_c|∂_k u_v>. (11)

The term with ∂_kε_v dropped out by orthogonality. Hence

r_cvk = i<u_c|∂_k h_k|u_v>/(ε_v-ε_c). (12)

The energies and the operator in (12) must belong to the same h_k. If quasiparticle corrections change the energies and leave the wavefunctions alone, (12) takes the original Hamiltonian and the original energies; the corrected energies enter through H in (2).

For spin-singlet excitons in a spin-degenerate crystal, |S> is the sum of the two spin-conserving pairs divided by √2. The two equal contributions then multiply d_S by √2 relative to one spin channel. The mean of r is unchanged.

### Driven coherence

Each exciton is assumed to return to the ground state at the same rate 2γ/ħ, with no additional pure dephasing. The density matrix obeys

dρ/dt = -(i/ħ)[H-D·E(t), ρ] + 𝓓ρ, (13)

(𝓓ρ)_SS' = -(2γ/ħ)ρ_SS', (𝓓ρ)_S0 = -(γ/ħ)ρ_S0. (14)

The population lost by the excitons is returned to ρ_00. It does not enter the dipole, because D_00 = 0.

At first order the nonzero elements are c_S = ρ_S0 and their conjugates. From (13),

iħ dc_S/dt = (E_S-iγ)c_S - d_S·E(t). (15)

Write f_S = d_S·ℰ and try c_S = a_S exp(-iωt) + b_S exp(iωt). Matching each exponential gives ħω a_S = (E_S-iγ)a_S - f_S and -ħω b_S = (E_S-iγ)b_S - f_S, so

a_S = f_S/(E_S-ħω-iγ), b_S = f_S/(E_S+ħω-iγ). (16)

The amplitude a_S is resonant, with half-width γ in photon energy. The amplitude b_S is antiresonant.

At second order the exciton block satisfies

iħ dρ_SS'/dt = (E_S-E_S'-2iγ)ρ_SS' - (d_S·E)c*_S' + c_S(d*_S'·E). (17)

The product c_S c*_S' solves this equation. To check, differentiate the product and insert (15) and its conjugate:

iħ d(c_S c*_S')/dt = [(E_S-iγ)c_S - d_S·E]c*_S' - c_S[(E_S'+iγ)c*_S' - d*_S'·E]. (18)

Collecting terms reproduces (17). In the time average the products oscillating as exp(±2iωt) disappear, and

ρ̄_SS' = a_S a*_S' + b_S b*_S'. (19)

There is also a static second-order coherence with the ground state. Its equation of motion is

iħ dρ_S0/dt = (E_S-iγ)ρ_S0 - Σ_S' (D_SS'·E)c_S'. (20)

The time average of the left side is zero, so

ρ̄_S0 = Σ_S' (D_SS'·ℰ)(a_S'+b_S')/(E_S-iγ). (21)

### Excitation and recombination currents

The polarization is Tr(Dρ)/V. Its rate of change has a part driven by the Hamiltonian and a part caused by decay. In the periodic steady state the averages of the two parts add to zero:

j_exc + j_rec = 0, j_rec = Tr(D𝓓ρ̄)/V. (22)

Using (14), with D_0S = d*_S, the excitation current is

j_exc = (2γ/ħV) Σ_SS' D_SS' ρ̄_S'S + (2γ/ħV) Re Σ_S d*_S ρ̄_S0. (23)

The second term contains γ/ħ times a quantity plus its conjugate, which accounts for its factor of two. Inserting (19) and (4) gives

j_exc = -(2eγ/ħV)[Σ_SS' a*_S <S|r|S'> a_S' + Σ_SS' b*_S <S|r|S'> b_S'] + (2γ/ħV) Re Σ_S d*_S ρ̄_S0. (24)

Within the stated model this is the full second-order result. At a bound resonance a_S is of size f_S/γ, so the first term in (24) grows as 1/γ. The b term is proportional to γ. The last term contains one resonant amplitude and stays bounded as γ falls; relative to the first it is smaller by at least a factor of order γ/E_S times ratios of matrix elements. With time-reversal symmetry the matrix elements can be made real, while the resonant amplitude is imaginary at the peak of an isolated line; the ratio is then of second order in γ. That last term comes from static optical rectification. It may be dropped near a strong narrow line, but not automatically near a weak one.

The same resonant term has a direct mechanical reading. Remove the damping and let the field grow as exp(ηt) with ħη = γ. The resonant amplitudes are again a_S, apart from the growth factor. The exciton part of the polarization grows as exp(2ηt), so its time derivative is 2η = 2γ/ħ times its value. The current is the rate at which newly made excitons add their dipoles.

An implementation based on current matrix elements needs care. For the component along the field, the matrix consistent with this polarization is J_mn = (i/ħ)(E_m-E_n)D_mn, where m and n run over the excitons and the ground state. Its diagonal is zero. Exciton populations combined with the diagonal of J alone would therefore give no current; the coherences, including those with the ground state, carry it. For other components the operator -(i/ħ)[D·E, D] must be added to J, because the Cartesian components of D need not commute in the truncated space. Replacing J by one-particle band velocities also discards the commutator of r with the kernel, which need not vanish in a truncated band space.

### Regrouping as a sum over states

Keep the resonant term of (24). Since r is Hermitian, its expectation value is real. For every state with a_S ≠ 0, multiply and divide by a_S:

Σ_SS' a*_S <S|r|S'> a_S' = Σ_S |a_S|² Re[Σ_S' <S|r|S'> a_S'/a_S]. (25)

States with a_S = 0 contribute nothing to the left side and are omitted on the right. With

Γ_S = (2γ/ħ)|a_S|² = (2γ/ħ)|f_S|²/[(E_S-ħω)²+γ²], (26)

R_S = Re Σ_S' <S|r|S'> a_S'/a_S, (27)

the resonant photoexcitation current is

j = -(e/V) Σ_S Γ_S R_S. (28)

Γ_S is the resonant rate of creating exciton S, since in steady state it equals the decay rate 2γ/ħ times the population |a_S|². R_S is the many-body shift vector. In general it depends on ω, γ and the polarization.

A code should evaluate a*ra directly, since the ratio in (27) is unstable for a nearly dark state. Diagonalization can also be avoided: solve (H-ħω-iγ)a = f in the pair basis, apply (8), and take the expectation value.

## Part 2. Shift vectors, limits and a worked chain

The symbols carried over are these. The field is 2ℰ cos ωt, the electron charge is -e, and V is the crystal volume. Exciton S has energy E_S, pair amplitudes A^S and transition dipole d_S, with f_S = d_S·ℰ. The half-width is γ, the resonant amplitude is a_S = f_S/(E_S-ħω-iγ), and r is electron position minus hole position. For two bands, r = i∂_k + 𝒜_c - 𝒜_v, where 𝒜_c and 𝒜_v are the Berry connections. The resonant excitation current is j = -(e/V)Σ_SΓ_SR_S, with Γ_S = (2γ/ħ)|a_S|² and R_S = Re[(ra)_S/a_S]. In the steady state the recombination current is opposite to the full excitation current.

### An isolated bound exciton

Let ħω = E_S, and let γ be much smaller than the distance to every other coupled level. In R_S the ratio for another state is

a_S'/a_S = (f_S'/f_S)(-iγ)/(E_S'-E_S-iγ). (29)

It vanishes as γ → 0, while the term S' = S has ratio one. Therefore

R_S → <S|r|S>. (30)

The area of γ/[(E_S-ħω)²+γ²], integrated over photon energy, is π. The bound-state contribution thus tends to

j = -(2πe/ħV) Σ_S |d_S·ℰ|² <S|r|S> δ(E_S-ħω). (31)

The cross terms do not add to this limit. With x = E_S-ħω and x' = E_S'-ħω,

1/[(x+iγ)(x'-iγ)] = [1/(x+iγ) - 1/(x'-iγ)]/(x'-x-2iγ). (32)

For separated levels, the integral of the right side against a smooth function of ω remains finite as γ → 0. The prefactor 2γ then removes it.

If E_S lies below the quasiparticle gap, (31) is a subgap response, provided that the exciton is bright and its displacement is nonzero. For a degenerate level, the diagonal element is replaced by the mean of r in the bright combination Σ_S f_S|S>, normalized to one.

The result can be attached to a computed absorption spectrum. With polarization amplitude ε₀χℰ, the mean absorbed power density is 2ε₀ω Im χ |ℰ|². For one isolated line it is also ħω times Γ_S/V, so Γ_S/V = (2ε₀/ħ) Im χ |ℰ|², and

j = -(2eε₀/ħ) Im χ(ω) |ℰ|² <S|r|S>. (33)

Here χ is the susceptibility along the field direction, and Im χ must contain that line alone. The total absorption of several lines cannot be multiplied by a single shift.

### What the shift contains

For two bands write A_k = |A_k|exp(iα_k). Then

A*_k i∂_k A_k = (i/2)∂_k|A_k|² - |A_k|²∂_kα_k. (34)

The first term integrates to zero over the Brillouin zone, leaving

<S|r|S> = Σ_k |A_k|²(𝒜_c - 𝒜_v - ∂_kα_k). (35)

The phase gradient of the exciton envelope replaces the phase gradient of the interband dipole found for free pairs. This is why free-pair shifts cannot simply be reweighted.

In the free-pair limit the eigenstates are labelled by k, with pair energy ε_k and a_k = f_k/(ε_k-ħω-iγ). Since f_k = -eℰ r_cvk for the component along the field, its phase gradient is that of r_cvk. The phase of 1/(ε_k-ħω-iγ) equals that of ε_k-ħω+iγ, whose k derivative is -γ∂_kε_k/[(ε_k-ħω)²+γ²]. Hence

R_k = 𝒜_c - 𝒜_v - ∂_k arg r_cvk + γ∂_kε_k/[(ε_k-ħω)²+γ²]. (36)

The first three terms are the standard shift vector. The last describes injection of moving pairs. Under time reversal and linear polarization, ε_k and |r_cvk| are even in k, so the injection term is odd and cancels between k and -k. Circular polarization or broken time reversal can leave it in place.

Inversion changes r to -r. A nondegenerate exciton of an inversion-symmetric crystal has definite parity, so <S|r|S> = -<S|r|S> = 0, even when d_S is nonzero. Lack of inversion permits a shift but does not fix its size or sign.

### A gauge-safe evaluation on a mesh

Take mesh spacing Δk along one direction, and let ρ be the electron-hole displacement along it. Multiplying a pair function at k+mΔk by exp(-imΔkρ) brings its plane-wave factor back to k. The mean of this exponential is therefore

Z_m = Σ_k A*_k <u_ck|u_c,k+mΔk> <u_v,k+mΔk|u_vk> A_k+mΔk. (37)

Every Bloch phase in (37) cancels. At the zone boundary use u_k+G(x) = exp(-iG·x)u_k(x), with G a reciprocal lattice vector. Since Im Z_m = -<sin(mΔkρ)> and 8 sin y - sin 2y = 6y - y⁵/5 + …,

<ρ> = -(8 Im Z_1 - Im Z_2)/(6Δk) + Δk⁴<ρ⁵>/30 + …. (38)

With several bands, the two overlaps become matrices and the band indices are summed. For the chain below, (38) without its correction was tested against the mean displacement in real space; the two agree within 10⁻⁴ nm for the lowest exciton.

### A chain with bound excitons

Consider a spinless wire with cell length a = 0.50 nm, site A at the cell origin and site B at b = 0.20 nm. The site energies are -Δ on A and +Δ on B. The off-diagonal Bloch element is

h_AB = t₁ exp(ikb) + t₂ exp[-ik(a-b)], (39)

with Δ = 1.00 eV, t₁ = 1.20 eV and t₂ = 0.20 eV. The pair energy is 2√(Δ²+|h_AB|²), so the gap is

2√[1.00² + (1.20-0.20)²] eV = 2.828 eV. (40)

The electron-hole attraction is 1.50 eV × exp(-|r|/0.50 nm), and the exchange kernel is set to zero. These are model parameters and represent no particular material. For a wire, V becomes its length L and j becomes the current I.

The two lowest excitons lie at 1.924 and 2.391 eV, both below the gap; two further bound levels lie between the second and the gap and are not examined here. Their rms electron-hole separations are 0.25 and 0.48 nm, on a ring of 301 cells. Their shifts have opposite signs:

R_1 = 0.111 nm, R_2 = -0.376 nm. (41)

For exciton 1, |d_1|²/(e²L) = 0.01240 nm. Take a real field amplitude of 1.00×10⁷ V/m, hence ℰ = 0.00500 V/nm, and γ = 0.0200 eV. At the peak, (26) gives the pair rate per length

g_1 = 2(0.01240 nm)(0.00500 eV/nm)²/[(6.582×10⁻¹⁶ eV s)(0.0200 eV)]
= 4.71×10¹⁰ nm⁻¹ s⁻¹ = 4.71×10¹⁹ m⁻¹ s⁻¹. (42)

The current of this exciton alone is

I_1 = -eg_1R_1
= -(1.602×10⁻¹⁹ C)(4.71×10¹⁹ m⁻¹ s⁻¹)(1.111×10⁻¹⁰ m)
= -8.38×10⁻¹⁰ A = -0.838 nA. (43)

Weak excitation can be checked from the same numbers. The steady population per cell is g_1aħ/(2γ), about 4×10⁻⁴. This uses the lifetime ħ/(2γ), about 16 fs, which holds only because the model assigns the whole width to decay. If the width came from dephasing and the lifetime were 10 ps, the same rate would give g_1a × 10 ps ≈ 0.24 per cell, and this field would not be weak. The sum over all states also gives -0.838 nA. For free pairs with the same broadening, the resonant sum gives -2.6×10⁻⁴ nA at this photon energy, about 3300 times less in magnitude. That residue is a Lorentzian tail. So far from resonance, the antiresonant and rectification terms of (24) are also proportional to γ and need not be negligible beside it, so the ratio shows only the order of magnitude. In a test with narrower lines, reducing γ tenfold raised the exciton peak tenfold and reduced the free-pair tail tenfold, each within 2%.

Exciton 2 shows when the isolated-line formula is insufficient. Its dipole strength is about 700 times smaller than that of exciton 1. Its own peak current is +0.00404 nA, but the resonant sum over all states gives +0.00166 nA. The tail of exciton 1 supplies

-0.838 nA × (0.0200)²/[(2.391-1.924)² + (0.0200)²] = -0.0015 nA. (44)

The remaining difference, about -0.0008 nA, comes from other states and off-diagonal displacements; the output does not separate them. The full density-matrix calculation gives +0.00200 nA. By (24), its difference from the resonant sum is due to the antiresonant and rectification terms.

For a line a hundred times narrower, tests at both exciton energies found agreement within 1% between the density-matrix current and the resonant sum, and between that sum and the isolated-exciton formula. A weak line therefore needs a stricter condition than γ being small compared with the level spacing: its own current must also be much larger than the background.

The inversion-symmetric control has Δ = 0. Its lowest exciton is bright, with |d|²/(e²L) = 0.0217 nm, but its shift is zero within rounding error.

### Above the gap

The sum (28) can still be evaluated above the gap, but R_S need not tend to a shift independent of γ. In a wire with one pair of resonant wave vectors, the amplitude outside the source and interaction region is an outgoing wave. Let its relative speed be u. Solving ε_k = ħω+iγ to first order adds iγ/(ħu) to the wave vector on the right, and its mirror image on the left. Thus

|a(r)|² ≈ C_± exp[-2γ|r|/(ħu)], (45)

where C_+ and C_- refer to r > 0 and r < 0. For small γ these long tails dominate both integrals in the mean displacement:

<r> ≈ [(C_+-C_-)/(C_++C_-)] ħu/(2γ). (46)

For free pairs with time reversal, C_+ = C_-. Interaction without inversion symmetry does not enforce this equality, so a ballistic current proportional to 1/γ can appear in addition to a finite shift.

At 3.14 eV, reducing γ from 40 to 20 meV changes the interacting mean shift from 0.208 to 0.453 nm. The free-pair value changes from 0.116 to 0.117 nm. The interacting value thus depends strongly on γ, but its near doubling should not be read as the 1/γ law of (46). That law is a limit for small γ, reached only when the long tails outweigh the pairs at short distance in both integrals. At these broadenings the short-distance pairs still contribute strongly. Above the gap, results should therefore be reported with γ and checked for its influence. The ring must also be long compared with ħu/(2γ). In the example, the currents at both exciton energies and at 3.14 eV changed by less than 1% between rings of 201 and 301 cells.

### Transient and sustained current

After a weak pulse, exciton S has population |c_S|². Its contribution to the slowly varying dipole is -e|c_S|²<S|r|S>, and its contribution to the time integral of the excitation current density is this dipole divided by V. Direct time propagation on a shorter ring tested the statement. Averaging over two opposite field signs removed the linear oscillation. The predicted exciton number was 8.29×10⁻⁴, and multiplication by -e times the shift gives -9.21×10⁻⁵ e nm. The propagated dipole agrees with this to better than 0.1%.

When those excitons return to the ground state, the dipole disappears and an equal charge flows back. Under continuous illumination the example has an excitation current of -0.838 nA at exciton 1 and a recombination current of +0.838 nA. The total dc current is zero. A subgap peak in (28) therefore predicts a transient displacement of charge. It does not by itself predict a lasting current through contacts. That requires dissociation and collection, or another process that transfers charge, and its rate must be calculated separately.

For a spectrum intended for comparison with a device, the output should thus state three things: the excitation current, the broadening used, and the assumed fate of the excitons. The values used here appear in the numerical output that follows.

Table of computed values

```
cell length a: 0.50 nm
distance A to B inside the cell: 0.20 nm
hopping t1: 1.20 eV
hopping t2: 0.20 eV
site energy Delta (A: -Delta, B: +Delta): 1.00 eV
attraction W0: 1.50 eV
attraction range: 0.50 nm
half-width gamma: 20.0 meV
real field amplitude 2F: 1.00e+07 V/m
cells in ring: 301 
quasiparticle gap: 2.8284 eV
top of free-pair band: 3.4409 eV
exciton 1 energy: 1.9237 eV
exciton 1 energy below gap: 0.9048 eV
exciton 1 |d|^2/(e^2 L): 1.2398e-02 nm
exciton 1 shift R: 0.1111 nm
exciton 1 rms separation: 0.2460 nm
exciton 1 own pair rate at peak: 4.7092e+19 1/(m s)
exciton 1 own current at peak: -8.3825e-01 nA
exciton 1 peak, all states: -8.3833e-01 nA
exciton 1 peak, density matrix: -8.3832e-01 nA
exciton 1 peak, recombination: 8.3832e-01 nA
exciton 1 energy, free pairs: -2.5545e-04 nA
exciton 2 energy: 2.3909 eV
exciton 2 energy below gap: 0.4376 eV
exciton 2 |d|^2/(e^2 L): 1.7633e-05 nm
exciton 2 shift R: -0.3762 nm
exciton 2 rms separation: 0.4768 nm
exciton 2 own pair rate at peak: 6.6971e+16 1/(m s)
exciton 2 own current at peak: 4.0368e-03 nA
exciton 2 peak, all states: 1.6649e-03 nA
exciton 2 peak, density matrix: 2.0041e-03 nA
exciton 2 peak, recombination: -2.0041e-03 nA
exciton 2 energy, free pairs: -8.2322e-04 nA
exciton 1 shift, Berry-phase form: 0.111102 nm
control (Delta=0) |d|^2/(e^2 L): 2.1669e-02 nm
control (Delta=0) shift: -6.4e-16 nm
photon energy above gap: 3.14 eV
mean shift, interacting, gamma 40 meV: 0.2084 nm
mean shift, free, gamma 40 meV: 0.1156 nm
mean shift, interacting, gamma 20 meV: 0.4527 nm
mean shift, free, gamma 20 meV: 0.1165 nm
pulse: excitons created (formula): 8.2938e-04 
pulse: dipole left (propagation): -9.2120e-05 e nm
pulse: dipole left (formula): -9.2145e-05 e nm
```
